Thermal Expansion up to the Lindemann Temperature: Leading Order and First Correction

**1. The situation**

A metal line in a chip is heated repeatedly, during processing and in use. It tries to expand, the silicon beneath it expands much less, and the difference appears as stress. The starting point for that stress is the free expansion of the metal. How large can this become before the metal melts?

Two elementary ideas give an estimate. Grüneisen's relation says how far a heated crystal expands. Lindemann's criterion says that it melts when its atoms vibrate through a certain fraction of their spacing. Both involve the stiffness of the lattice, which largely cancels when they are combined. The volume expansion comes out at several percent for ordinary parameters.

The quantity wanted is

η = (Ω − Ω₀)/Ω₀,

where Ω is the volume per atom at the melting temperature T_m and zero pressure, and Ω₀ is that of the static lattice, with no vibration at all. The volume jump on melting is not included. The solid is monatomic, with atomic mass M. Electronic excitations, vacancies and anharmonicity at fixed volume are left out: the vibrations are harmonic at each volume, with frequencies that depend on volume. This is the quasi-harmonic model.

Lindemann's criterion is written as

⟨u²⟩ = f²d²,  (1)

where ⟨u²⟩ is the full three-dimensional mean square displacement and d the nearest-neighbour distance. The number f, roughly 0.1, is an empirical input. The convention matters: the displacement along one axis has a mean square three times smaller, so a value of f defined for one axis must be multiplied by √3 before it is used here.

The small parameter is f². The plan is to find η to order f², and then the term of order f⁴.

**2. Expansion at a given temperature**

Let E_s(Ω) be the static energy per atom. At high temperature a mode of frequency ω has free energy kT ln(ħω/kT), with k Boltzmann's constant. There are three modes per atom. Assume that all frequencies share one Grüneisen parameter

γ = −d ln ω/d ln Ω.

Differentiating the free energy per atom gives the pressure

P = −dE_s/dΩ − kT Σ d ln ω/dΩ = −dE_s/dΩ + 3γkT/Ω.

At P = 0,

dE_s/dΩ = 3γkT/Ω.  (2)

The static energy has its minimum at Ω₀, and its curvature there is B/Ω₀, with B the bulk modulus. Since Ω − Ω₀ = ηΩ₀, the left side is Bη to first order. Setting Ω = Ω₀ on the right gives

η = 3γkT/(BΩ₀).  (3)

The volume expansion coefficient is therefore α = 3γk/(BΩ₀).

**3. The Lindemann temperature**

In classical equilibrium each mode holds potential energy kT/2, so it contributes kT/(Mω²) to the sum of u² over all atoms. The Debye spectrum has 9ω²/ω_D³ modes per atom and unit frequency up to ω_D; its integral is 3, as it must be. Hence

⟨u²⟩ = (kT/M) ∫₀^ω_D (9ω²/ω_D³)(1/ω²) dω = 9kT/(Mω_D²).  (4)

Inserting this in (1) gives

kT_m = f²d²Mω_D²/9.  (5)

The cutoff ω_D follows from the sound speeds. For a branch of speed v, the number of modes per atom below ω is Ωω³/(6π²v³). An isotropic solid has two transverse branches and one longitudinal. Define the Debye velocity by

3/v_D³ = 2/v_T³ + 1/v_L³.

Setting the total number of modes equal to 3 gives Ωω_D³·3/(6π²v_D³) = 3, or

ω_D = v_D(6π²/Ω)^(1/3).  (6)

The density is ρ = M/Ω. With the dimensionless ratio s = ρv_D²/B, we have Mv_D² = sBΩ, and so

Mω_D² = sBΩ(6π²/Ω)^(2/3).  (7)

Write d = cΩ^(1/3). Then d²(6π²/Ω)^(2/3) = c²(6π²)^(2/3), and (5) becomes

kT_m = (f²/9) c²(6π²)^(2/3) s BΩ.  (8)

The mass has dropped out: heavier atoms vibrate more slowly, but the classical displacement depends on the force constant Mω² alone.

**4. The leading result**

Putting (8) into (3), with Ω = Ω₀, cancels BΩ₀ and turns 3/9 into 1/3:

η₀ = Aγf², A = (c²/3)(6π²)^(2/3) s.  (9)

A stiff lattice needs more heat to reach the Lindemann amplitude, but it expands less per kelvin in the same proportion.

The ratio s depends on Poisson's ratio ν alone. With G the shear modulus,

G/B = 3(1 − 2ν)/[2(1 + ν)], ρv_T² = G, ρv_L² = B + 4G/3.

For ν = 1/3, G/B = 0.375, so ρv_T²/B = 0.375 and ρv_L²/B = 1.5. Then

s = {[2(0.375)^(−3/2) + (1.5)^(−3/2)]/3}^(−2/3) = 0.472.

For fcc, c² = 2^(1/3) = 1.260, and (6π²)^(2/3) = 15.19. Therefore

A = (1.260/3) × 15.19 × 0.472 = 3.01.

With γ = 2 and f = 0.1, η₀ = 3.01 × 2 × 0.01 = 6.0 %. The length expansion is one third of this, 2.0 %.

There is an instructive second limit. As ν → 1/2, G/B → 1 − 2ν → 0, and the transverse branches dominate v_D. Then 3/v_D³ ≈ 2/v_T³, which gives s ≈ (3/2)^(2/3)(1 − 2ν). A solid that hardly resists shear reaches the Lindemann amplitude at a low temperature, while its bulk modulus still limits its expansion. In this model η₀ then vanishes with the shear modulus.

**5. A model metal**

Take an fcc metal with M = 60 u, Ω₀ = 15 Å³, B = 100 GPa, and ν, γ and f as above. These are round parameters, not those of a particular metal. First,

BΩ₀ = (100 × 10⁹ Pa)(15 × 10⁻³⁰ m³) = 1.5 × 10⁻¹⁸ J.

From (8) and (9), kT_m = Af²BΩ₀/3, so

kT_m = 3.01 × 0.01 × 1.5 × 10⁻¹⁸ J/3 = 1.5 × 10⁻²⁰ J,

or T_m = 1090 K. The expansion coefficient is α = 55 × 10⁻⁶ per kelvin in volume, or 18 × 10⁻⁶ per kelvin in length. Multiplying αT_m recovers 6.0 %.

The relation αT_m = η₀ is useful in its own right. Among metals with similar γ, f, ν and structure, the model gives an expansion coefficient inversely proportional to the melting temperature. For a temperature rise ΔT well below melting, but in the classical range, the free length strain is

ε = (η₀/3)(ΔT/T_m).

A rise of 300 K gives the model metal a strain of about 0.55 %. In these leading-order relations T_m is the value from (8), computed with the stiffness of the unexpanded lattice. Section 7 shows that expansion lowers the Lindemann temperature by about 20 % for these parameters, to roughly 870 K; inserting that lower value with the same f would overestimate the strain by about a quarter. The formula can be used with a measured melting temperature only if f was fitted to that temperature through (8). For a line bonded to a substrate, the mismatch strain along the bonded directions is this value less the substrate's own expansion. In a real metal, plastic flow can relieve part of it.

**6. Quantum corrections**

The classical formulas are the limit in which T_m is well above the Debye temperature Θ = ħω_D/k. Let y = Θ/T_m. For the model metal v_D = 2666 m/s, Θ = 322 K and y = 0.296.

A quantum oscillator has free energy F = kT ln[2 sinh(ħω/2kT)] and mean energy (ħω/2)coth(ħω/2kT). The derivative dF/d ln ω at fixed T equals this mean energy, so the thermal pressure is γE/Ω, with E the vibrational energy per atom, and (3) becomes η = γE/(BΩ₀). With t = ω/ω_D, the energy per atom is

E = 9kT ∫₀¹ t² (yt/2)coth(yt/2) dt.

For small x, x coth x = 1 + x²/3 + …, and x = yt/2 gives 1 + y²t²/12. Since ∫t²dt = 1/3 and ∫t⁴dt = 1/5,

E = 3kT(1 + y²/20 + …).  (10)

The mean square displacement carries the same factor x coth x in each mode, but the weight t² is removed by the 1/ω² in (4). Since ∫₀¹(1 + y²t²/12)dt = 1 + y²/36,

⟨u²⟩ = [9kT/(Mω_D²)](1 + y²/36 + …).  (11)

At fixed f, (11) lowers T_m by the fraction y²/36, while (10) raises the energy at a given temperature by y²/20. The net change in η, measured from the static lattice, is

1/20 − 1/36 = (9 − 5)/180 = 1/45,

that is, a factor 1 + y²/45. For y = 0.296 this is 0.2 %, in line with the move from 6.02 % to 6.03 % when the full integrals are used.

A larger correction appears if the expansion is counted from the real crystal at T = 0, which is already swollen by zero-point motion. The zero-point energy per atom is

E_zp = ∫₀^ω_D (9ω²/ω_D³)(ħω/2) dω = (9/8)kΘ.

As a fraction of 3kT_m this is 3y/8. Expansion is proportional to vibrational energy, so

η from T = 0 ≈ η₀(1 − 3y/8).  (12)

This correction is linear in y. For the model metal it removes 11 %, and the full integrals give 5.4 % instead of 6.0 %.

**7. The first correction in f²**

So far the stiffness, γ and T_m have been evaluated at Ω₀. But the crystal that melts is the expanded one. To find the next term, expand both sides of (2) one order further.

*Static side.* Let p(η) = dE_s/dΩ, which is minus the static pressure. The bulk modulus at volume Ω is Ω dp/dΩ = (1 + η)p′(η). Its derivative with respect to η at η = 0 is p′(0) + p″(0), where p′(0) = B. The pressure changes with η at the rate −B. So the pressure derivative of the bulk modulus is

B′ = −[B + p″(0)]/B, or p″(0) = −B(1 + B′).

Hence

dE_s/dΩ = B[η − (1 + B′)η²/2].  (13)

*Thermal side.* Let γ and T₀ denote values at Ω₀, and let q = d ln γ/d ln Ω. Three factors change:

- The Grüneisen parameter becomes γ(1 + qη).
- In (5), d² grows as Ω^(2/3) and ω_D² falls as Ω^(−2γ), so T_m = T₀[1 + (2/3 − 2γ)η].
- The factor 1/Ω becomes (1 − η)/Ω₀.

Since 3γkT₀/Ω₀ = Bη₀, multiplying these factors to first order gives

3γkT_m/Ω → Bη₀[1 + (q + 2/3 − 2γ − 1)η].  (14)

Equate (13) and (14), and replace η by η₀ in the correction terms, which changes only higher orders:

η = η₀(1 + Cη₀), C = (1 + B′)/2 + q − 2γ − 1/3.  (15)

In powers of f, this is η = Aγf² + C(Aγ)²f⁴ + ….

The signs show two opposing effects. The expanded lattice is softer, so it reaches the Lindemann amplitude sooner:

T_m/T₀ = 1 − (2γ − 2/3)η₀.  (16)

The softer lattice also expands more for each kelvin. Dividing (15) by (16) gives

(η/T_m)/(η₀/T₀) = 1 + [(1 + B′)/2 + q − 1]η₀.  (17)

Each effect can be large while their product stays near one. If C is of order one, a 6 % expansion changes by about 6 % of itself.

Equation (15) is the first correction within the quasi-harmonic model. Anharmonicity at fixed volume adds a term to the free energy proportional to T², hence a thermal pressure that is smaller than the leading one by a factor proportional to T, or to f² at melting. It also changes ⟨u²⟩ at a given temperature, and so T_m, by a relative amount of the same order. Both effects therefore enter at the same order as C, and a complete f⁴ term would need them.

**8. A crystal with explicit bonds**

The corrections can be seen at work in an fcc crystal whose nearest neighbours interact through a Morse potential. Take the bond length d₀ and bond stiffness K as units. The bond energy is, up to a constant,

φ(r) = (1 − e^(−a(r − 1)))²/(2a²), with a = 5.

At r = 1 its successive derivatives from the first are φ′ = 0, φ″ = 1, φ‴ = −3a = −15 and φ⁗ = 7a² = 175.

*Finding B′.* There are six bonds per atom, so E_s = 6φ(r), with r = w^(1/3) and w = Ω/Ω₀. At w = 1, dr/dw = 1/3 and d²r/dw² = −2/9. Therefore

d²E_s/dw² = 6φ″/9 = 2/3,

d³E_s/dw³ = 6[φ‴/27 + 3φ″(1/3)(−2/9)] = −(2/3)(a + 2).

The first line says BΩ₀ = 2/3 in units of Kd₀². By (13), the ratio of the third derivative to the second is −(1 + B′), so B′ = a + 1 = 6.

*Estimating q.* At each wave vector, the sum of ω² over the three branches is proportional to

S = φ″ + 2φ′/r,

because a bond has one direction along it and two across it. Take √S as a representative frequency. Since d ln Ω = 3 d ln r, this gives γ ≈ −(r/6)S′/S. At r = 1,

S = 1, S′ = −15 + 2 = −13, S″ = 175 − 30 − 4 = 141.

The estimate γ ≈ 13/6 = 2.17 is close to 2.07, the value from the full set of mode frequencies. Taking the logarithmic derivative of −(r/6)S′/S,

q ≈ (1/3)(1 + S″/S′ − S′/S) = (1/3)(1 − 10.85 + 13) = 1.05.

With γ = 2.07, equation (15) gives C ≈ 3.50 + 1.05 − 4.14 − 0.33 ≈ 0.1. The two softening effects should nearly cancel.

*A check at low temperature.* At fixed T, the argument leading to (15) applies without the change in T_m, and gives the same factor as (17) with η₀ replaced by the linear expansion at that T. In a test at kT = 2 × 10⁻⁴ Kd₀², the classical free energy was minimized directly and agreed with (3) within the allowed 2 %. The linear law gives 0.1862 % and the minimization 0.1874 %. The correction factor, 1 + 3.55 × 0.00186 = 1.0066, accounts for the difference.

*The Debye spectrum.* For the same sound speeds, the full lattice sum gives ⟨u²⟩ larger than the Debye value by a factor 1.23. The main cause can be shown directly. A bond contributes to the lattice force matrix in proportion to 1 − cos θ, where θ is the phase difference between its ends. Linear dispersion replaces this by θ²/2, which is never smaller. The true lattice is thus softer at every wave vector than linear dispersion over the same Brillouin zone, and its ⟨u²⟩ is larger, here by a factor 1.31. The common frequency cutoff of the Debye model works the other way: it fills the lowest frequencies first, so linear dispersion over the zone gives only 0.94 of the Debye value. The product is 1.23. At f = 0.1, the expansion estimate falls from 9.1 % with the Debye spectrum to 9.1/1.23 = 7.4 % with the lattice spectrum.

This 23 % matters for the meaning of f. A value inferred from melting temperatures through the Debye formula should be used with that formula, and not with a full lattice sum.

*The expanded crystal.* Now impose (1) on the expanded lattice, starting from η₀ = 7.39 %. The first-order predictions and the full quasi-harmonic solution are:

- T_m/T₀: predicted 0.74, found 0.785.
- Expansion per kelvin, relative to the linear law: predicted 1.26, found 1.302.
- Expansion at melting: predicted 7.4 %, found 7.55 %.

The individual changes are 20 to 30 %, so second-order terms of several percent are to be expected. For the expansion per kelvin they account for nearly all of the difference. The prediction for T_m has a further error, because it uses one common γ while the modes of this crystal have different Grüneisen parameters. Soft modes dominate the displacement, and an average weighted by 1/ω² gives 1.92 instead of 2.07. With this value in the shift of T_m, the predicted ratio becomes 0.765, which removes about half of the difference. The same change raises the estimate of C to about 0.4 and the predicted expansion to 7.6 %; with q = 1.01 from the full set of modes in place of the estimate 1.05, C is 0.33. The expansion itself moves by just 2 % of its value. Since C depends on the bond law, the cancellation need not be equally close in another crystal.

**9. How far the estimate can be trusted**

The leading formula is sensitive to f, which enters squared. For fcc and ν = 1/3, the pair γ = 1.5, f = 0.08 gives 2.9 %, and the pair γ = 2.5, f = 0.12 gives 10.8 %. Poisson's ratio matters about as much: with γ = 2 and f = 0.1, η₀ is 9.4 % at ν = 0.25 and 3.5 % at ν = 0.40. Crystal structure matters little in this formula, since bcc gives 5.7 % in place of 6.0 %. These comparisons hold f fixed, and real metals do not share one f. With approximate room-temperature moduli, (8) implies f near 0.09 for W and Mo, 0.10 to 0.11 for Al, Cu and Ni, and 0.13 to 0.15 for Pb, Nb and Na. For Pb and Nb, which have large ν, f = 0.1 gives about 3 %, whereas αT_m is 5 to 6 %. The dependence on ν is a property of the formula at fixed f, not a trend across metals.

If several parameters lean the same way, the result can leave this range. "Several percent" is therefore an estimate for ordinary metals, not a bound. The absolute stiffness and the mass do not affect the classical result: a second model metal, with M = 25 u, Ω₀ = 30 Å³ and B = 40 GPa, reaches its Lindemann temperature at 868 K instead of 1088 K, and also expands by 6.0 %.

The estimate fails when its premises do. If T_m is not well above Θ, the linear correction (12) becomes inaccurate, and the full integrals should be used. If the modes have very different Grüneisen parameters, or some are negative, γ in the leading formula must be their plain average, and this average need not describe how T_m shifts with volume. If vacancies or strong anharmonicity contribute near melting, their expansion must be added. And since Lindemann's criterion is an empirical rule about the solid alone, the calculation does not explain why f is near 0.1. It shows that, once f is given, the expansion at melting is fixed mainly by γ, f and the ratio of shear to bulk stiffness.

Computed results

```
MODEL METAL (fcc, round parameters)
atomic mass M = 60 u
volume per atom Omega = 15 A^3
bulk modulus B = 100 GPa
Poisson ratio nu = 0.3333
Grueneisen gamma = 2.0, Lindemann f = 0.10
G/B = 0.3750
shear modulus G = 37.5 GPa
s = rho v_D^2/B = 0.4719
c^2 fcc = 1.2599, bcc = 1.1906
(6 pi^2)^(2/3) = 15.193
prefactor A = 3.011
neighbour distance d = 2.768 A
Debye velocity = 2666 m/s
Debye temperature = 322 K
Lindemann T_m, classical = 1090 K
Lindemann T_m, quantum integral = 1088 K
y = Theta/T_m = 0.296
volume expansion coefficient = 55.2 1e-6/K
linear expansion coefficient = 18.4 1e-6/K
eta, closed formula = 6.02 %
eta, quantum integrals = 6.03 %
length expansion, eta/3 = 2.01 %
factor for start at T=0 = 0.893
eta from T=0 crystal = 5.37 %
SECOND METAL: M=25 u, Omega=30 A^3, B=40 GPa, same nu, gamma, f
its T_m = 868 K
its eta, quantum integrals = 6.04 %
SENSITIVITY of the closed formula
gamma=1.5, f=0.08, nu=1/3: eta = 2.9 %
gamma=2.5, f=0.12, nu=1/3: eta = 10.8 %
nu=0.25, gamma=2, f=0.1: A = 4.72, eta = 9.4 %
nu=0.40, gamma=2, f=0.1: A = 1.75, eta = 3.5 %
bcc, nu=1/3, gamma=2, f=0.1: eta = 5.69 %
MORSE CRYSTAL (fcc; bond stiffness K and length d0 are units)
steepness a*d0 = 5.0
B*Omega = 0.6667 K d0^2
gamma from mode frequencies = 2.068
s from sound speeds = 0.6890
small-T test at kT = 2.0e-04 K d0^2:
  eta minimized = 0.1874 %
  eta Grueneisen law = 0.1862 %
<u^2>/kT Debye = 1.024 1/K, lattice = 1.259 1/K
lattice/Debye ratio of <u^2> = 1.230
eta, Debye closed formula = 9.09 %
eta, lattice spectrum, linear = 7.39 %
eta, self-consistent = 7.55 %
kT_m linear = 0.00794, self-cons. = 0.00623 K d0^2
T_m ratio self-consistent/linear = 0.785
expansion-per-kelvin ratio = 1.302
```
